# The Rytova-Keldysh interaction from a thin slab and a polarizable sheet

Suppose two electrons sit at the midplane of a layer 6 Å thick, made of a material with static dielectric constant 15, and we want their interaction at a separation of 42 Å. Dividing the Coulomb energy by the bulk constant gives $14.40/(15\times 42)=0.023$ eV. Leaving screening out gives 0.343 eV. Solving the electrostatics of the layer gives 0.254 eV. No constant divisor repairs this: the ratio of bare to screened interaction is 6.4 at 2 Å, 2.5 at 10 Å, 1.35 at 42 Å and 1.01 at 400 Å. With growing distance the field lines leave the layer for the vacuum, where nothing screens them: about 56% of the displacement flux from a charge is still inside the layer at 42 Å, and about 11% at 400 Å.

The same fault would enter a GW calculation for a layer if the screened interaction at small wavevector were modelled with a bulk constant. What is needed is the static, long-wavelength form of $W$ for a thin layer.

## The statement and its conventions

A uniform, isotropic slab fills $|z|<d/2$, has static dielectric constant $\varepsilon>1$, and is surrounded by vacuum. Two unit charges of equal sign lie inside it at heights $z$ and $z'$, a distance $r$ apart in the plane. In atomic units, let $d\to0$ while

$$r_0=\frac{(\varepsilon-1)d}{2}$$

is held fixed. Then

$$W(q)\to\frac{2\pi}{q(1+r_0q)},\qquad W(r)\to\frac{\pi}{2r_0}\left[H_0\!\left(\frac r{r_0}\right)-Y_0\!\left(\frac r{r_0}\right)\right],$$

where $H_0$ is the Struve function, $Y_0$ the Neumann function, and

$$W(r)=\int\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}\,W(q).$$

Holding $r_0$ fixed matters. It makes $\varepsilon=1+2r_0/d$ grow as the slab thins. If $\varepsilon$ stayed fixed, the polarizable material would disappear with the thickness and the limit would be the bare $2\pi/q$.

## First derivation: the slab

**The equation in one dimension.** Poisson's equation is $-\nabla\cdot(\varepsilon\nabla\phi)=4\pi\rho$. A Fourier transform in the plane replaces the in-plane Laplacian by $-q^2$:

$$-\partial_z(\varepsilon\,\partial_z\phi)+\varepsilon q^2\phi=4\pi\,\delta(z-z').$$

At the faces $\phi$ and $\varepsilon\,\partial_z\phi$ are continuous. Outside, $\phi$ decays as $e^{-q|z|}$.

Below the source we need a solution that joins a wave proportional to $e^{qz}$ at the lower face. Above it, we need the mirror condition at the upper face. These solutions are

$$u_\mp(z)=\cosh[q(d/2\pm z)]+\frac1\varepsilon\sinh[q(d/2\pm z)].$$

At $z=-d/2$, for example, $u_-=1$ and $\varepsilon u_-'=q$, which are the value and slope of $e^{q(z+d/2)}$ in vacuum.

Let $z_<$ and $z_>$ be the lower and higher of the two heights. Continuity at the source is ensured by writing $\phi=A\,u_-(z_<)\,u_+(z_>)$. Integrating the equation across $z=z'$ fixes $A$:

$$A\,\varepsilon\,(u_-'u_+-u_-u_+')=4\pi .$$

Put $a=q(d/2+z')$ and $b=q(d/2-z')$, so that $a+b=qd$. Since $u_+'$ carries a minus sign, the bracket is

$$q\left[\left(\sinh a+\tfrac{\cosh a}\varepsilon\right)\left(\cosh b+\tfrac{\sinh b}\varepsilon\right)+\left(\cosh a+\tfrac{\sinh a}\varepsilon\right)\left(\sinh b+\tfrac{\cosh b}\varepsilon\right)\right].$$

The terms without $1/\varepsilon$ add to $\sinh(a+b)$. Those with $1/\varepsilon^2$ also give $\sinh(a+b)$. Those with $1/\varepsilon$ give $2(\cosh a\cosh b+\sinh a\sinh b)=2\cosh(a+b)$. Multiplying by $\varepsilon$ and solving for $A$,

$$W(q;z,z')=\frac{4\pi}{q}\;\frac{u_-(z_<)\,u_+(z_>)}{2\cosh qd+(\varepsilon+1/\varepsilon)\sinh qd}.$$

This holds for any thickness within the dielectric model.

**The thin limit.** Insert $\varepsilon=1+2r_0/d$ at fixed $q$. The arguments of the hyperbolic functions in $u_\mp$ are at most $qd$, so $\cosh$ differs from 1 by order $d^2$. The term $\sinh/\varepsilon$ is also of order $d^2$, because both $\sinh$ and $1/\varepsilon$ are of order $d$. In the denominator,

$$\varepsilon\sinh qd=\left(1+\frac{2r_0}d\right)\left(qd+\frac{q^3d^3}6+\dots\right)=2r_0q+qd+O(d^2).$$

Therefore

$$W=\frac{4\pi}q\,\frac{1+O(d^2)}{2+2r_0q+qd+O(d^2)}
=\frac{2\pi}{q(1+r_0q)}\left[1-\frac{qd}{2(1+r_0q)}+O(d^2)\right].$$

The heights have dropped out, and the limit is the stated one.

The error term also shows what the limit does not decide. Since $\varepsilon d/2=r_0+d/2$, using $\varepsilon d/2$ as the screening length reproduces the denominator through first order in $d$. Both lengths have the same strict limit. The reason to write $(\varepsilon-1)d/2$ comes from the second derivation.

**Return to real space.** The angular integral gives $2\pi J_0(qr)$, so

$$W(r)=\int_0^\infty\frac{J_0(qr)}{1+r_0q}\,dq=\frac1{r_0}F\!\left(\frac r{r_0}\right),\qquad F(s)=\int_0^\infty\frac{J_0(ts)}{1+t}\,dt,$$

with $t=r_0q$. Write $1/(1+t)=\int_0^\infty e^{-u(1+t)}du$. The remaining integral over $t$ follows from the Coulomb potential in empty space. At height $u$ above a unit charge its in-plane transform is $(2\pi/q)e^{-qu}$: this decays correctly and has the slope jump $-4\pi$ at the charge. Transforming back gives

$$\int_0^\infty J_0(ts)\,e^{-ut}\,dt=\frac1{\sqrt{s^2+u^2}}.$$

Hence

$$F(s)=\int_0^\infty\frac{e^{-u}}{\sqrt{s^2+u^2}}\,du=\int_0^\infty\frac{e^{-sv}}{\sqrt{1+v^2}}\,dv,\qquad u=sv.$$

The exchange of integrals is safe for $s>0$. A factor $e^{-\eta t}$ makes everything absolutely convergent and only replaces $u$ by $u+\eta$ under the root; then $\eta\to0$.

**A differential equation for $F$.** Differentiating the last form twice and adding $F$ gives

$$F''+F=\int_0^\infty\frac{v^2+1}{\sqrt{1+v^2}}\,e^{-sv}dv=\int_0^\infty\sqrt{1+v^2}\,e^{-sv}dv .$$

For the first derivative, use $v/\sqrt{1+v^2}=d\sqrt{1+v^2}/dv$ and integrate by parts:

$$F'=-\Big[\sqrt{1+v^2}\,e^{-sv}\Big]_0^\infty-s\int_0^\infty\sqrt{1+v^2}\,e^{-sv}dv
=1-s\int_0^\infty\sqrt{1+v^2}\,e^{-sv}dv .$$

Divide by $s$ and add. The integrals cancel:

$$F''+\frac{F'}s+F=\frac1s .$$

Try a series $\sum_k c_k s^{2k+1}$. The derivative terms turn $s^{2k+1}$ into $(2k+1)^2s^{2k-1}$, so $c_0=1$ and $c_k=-c_{k-1}/(2k+1)^2$. The result, $s-s^3/9+s^5/225-\dots$, is the series that defines $\tfrac\pi2H_0(s)$. The equation without its right side is Bessel's equation of order zero, so

$$F=\tfrac\pi2H_0+aJ_0+bY_0 .$$

**The two constants.** They follow from small $s$. Integrating the first form of $F$ by parts, with vanishing boundary terms,

$$F(s)=\int_0^\infty e^{-u}\,\operatorname{arsinh}\frac us\,du\;\to\;\int_0^\infty e^{-u}\ln\frac{2u}s\,du=\ln\frac2s-\gamma ,$$

because $\int_0^\infty e^{-u}\ln u\,du=-\gamma$, with $\gamma$ Euler's constant. On the other side, $H_0\to0$, $J_0\to1$ and $Y_0\to\tfrac2\pi[\ln(s/2)+\gamma]$. Matching the logarithm requires $b=-\pi/2$. The constant $-\gamma$ is then already matched, so $a=0$. This gives

$$F(s)=\frac\pi2\,[H_0(s)-Y_0(s)] .$$

**The two regimes.** For $r\ll r_0$,

$$W(r)\approx\frac1{r_0}\left[\ln\frac{2r_0}r-\gamma\right].$$

For $r\gg r_0$, expand $1/\sqrt{1+v^2}=1-v^2/2+\dots$ and use $\int_0^\infty v^2e^{-sv}dv=2/s^3$. Then $F\approx1/s-1/s^3$, or

$$W(r)\approx\frac1r-\frac{r_0^2}{r^3}.$$

The length $r_0$ separates a logarithm from a bare Coulomb tail.

## Second derivation: the polarizable sheet

Now let the layer have no thickness from the start. It is the plane $z=0$, and an in-plane field induces a dipole moment per area $\mathbf P=\alpha\mathbf E_\parallel$. To connect $\alpha$ with the slab, note that a bulk dielectric has polarization $(\varepsilon-1)\mathbf E/4\pi$. The tangential field is continuous through the faces of a thin layer, so multiplying by the thickness gives

$$\alpha=\frac{(\varepsilon-1)d}{4\pi},\qquad 2\pi\alpha=\frac{(\varepsilon-1)d}2=r_0 .$$

This is where the $-1$ belongs: without polarizable material, $\varepsilon=1$ and the screening length vanishes.

**The condition on the plane.** Place a unit charge at the origin. The induced surface charge is $-\nabla_\parallel\cdot\mathbf P=\alpha\nabla_\parallel^2\phi$. Gauss's law relates the jump of $\partial_z\phi$ to the total surface charge. By mirror symmetry the jump is twice the slope just above the plane, so

$$\partial_z\phi=-2\pi\,\delta^2(\mathbf r)-2\pi\alpha\,\nabla_\parallel^2\phi\qquad(z=0^+).$$

Above the plane there is vacuum, where $\nabla_\parallel^2\phi=-\partial_z^2\phi$. Replacing the in-plane Laplacian and collecting terms,

$$\partial_z\left(\phi-r_0\,\partial_z\phi\right)=-2\pi\,\delta^2(\mathbf r)\qquad(z=0^+).$$

**An auxiliary potential.** Define $\psi=\phi-r_0\partial_z\phi$ for $z>0$. It satisfies Laplace's equation, because $\phi$ does, and it vanishes at infinity. Its slope at the plane is that of a unit point charge with no sheet present. Hence

$$\phi-r_0\,\partial_z\phi=\frac1{\sqrt{r^2+z^2}} .$$

This is a first-order equation in $z$. Multiplying by $-e^{-z/r_0}/r_0$ turns the left side into a total derivative:

$$\partial_z\left(e^{-z/r_0}\phi\right)=-\frac{e^{-z/r_0}}{r_0}\,\frac1{\sqrt{r^2+z^2}} .$$

Integrate from $z$ to infinity, where $e^{-z/r_0}\phi$ vanishes, and shift the integration variable by $z$:

$$\phi(r,z)=\frac1{r_0}\int_0^\infty\frac{e^{-u/r_0}}{\sqrt{r^2+(z+u)^2}}\,du .$$

At $z=0$, scaling $u$ by $r_0$ gives $W(r)=F(r/r_0)/r_0$, with the same $F$ as before. The Struve-Neumann form follows from the differential equation above. The wavevector form follows by transforming each Coulomb potential:

$$W(q)=\frac1{r_0}\int_0^\infty e^{-u/r_0}\,\frac{2\pi}q\,e^{-qu}\,du=\frac{2\pi}{q(1+r_0q)} .$$

**What the integral says.** Seen from above, the charge and its sheet act like a line of charge below the plane, with density $e^{-u/r_0}/r_0$ at depth $u$. Its total is one, so the distant potential is unscreened. Its mean depth is $r_0$, so at smaller separations the charge appears spread out, and the $1/r$ divergence softens to a logarithm.

## What each derivation assumes

Both treatments use a static, linear and local response, a uniform layer, and vacuum on both sides. Neither includes the frequency dependence of $W$ or fields varying on the atomic scale. They differ in how they treat the thickness and the perpendicular field.

**The perpendicular response.** The slab derivation assumes sharp faces and an isotropic $\varepsilon$, including polarization along $z$. The sheet has in-plane polarization alone. To see the difference, keep $\varepsilon$ and $d$ fixed and expand the slab formula for small $q$. The numerator becomes $1+q(d-|z-z'|)/\varepsilon$, and half the denominator becomes $1+(\varepsilon+1/\varepsilon)qd/2$. Their ratio gives

$$\frac{2\pi}{qW}=1+q\left[\left(\varepsilon-\frac1\varepsilon\right)\frac d2+\frac{|z-z'|}\varepsilon\right]+O(q^2).$$

For equal heights the length exceeds $r_0$ by $(1-1/\varepsilon)d/2$, which is less than half the thickness. Now remove the perpendicular polarization from the slab. To leading order at small $q$ the potential inside is uniform, $2\pi/q$, and the in-plane response is that of a sheet with the above $\alpha$. The length at equal heights is then $r_0$. The excess therefore comes from polarization along $z$.

For $\varepsilon=15$ and $d=6$ Å, $r_0=14\times6/2=42$ Å, or 79.4 bohr. The isotropic slab has a small-$q$ length of 44.8 Å at midplane, close to $\varepsilon d/2=45$ Å. A numerical solution of Poisson's equation without perpendicular polarization, taken at a small finite $q$, gives 41.98 Å.

**The thickness.** The sheet has no internal structure, so its result cannot announce its own failure at short distance. The slab formula can. For both charges at midplane it simplifies, with $\tau=\tanh(qd/2)$, to

$$\frac{qW}{2\pi}=\frac{1+\tau/\varepsilon}{1+\varepsilon\tau}=\frac1\varepsilon\,\frac{1+\rho e^{-qd}}{1-\rho e^{-qd}},\qquad \rho=\frac{\varepsilon-1}{\varepsilon+1}.$$

The second form follows from $\tau=(1-e^{-qd})/(1+e^{-qd})$. Expanding it in powers of $\rho e^{-qd}$ and transforming each term gives a ladder of image charges:

$$W(r)=\frac1\varepsilon\left[\frac1r+2\sum_{n=1}^\infty\frac{\rho^n}{\sqrt{r^2+n^2d^2}}\right].$$

In the thin limit $\ln\rho\approx-2/\varepsilon$, so $\rho^n\approx e^{-2nd/(\varepsilon d)}$. The spacing $d$ goes to zero, $\varepsilon d/2\to r_0$, and the sum becomes the exponential line charge of the second derivation. At finite thickness and $r\ll d$, the images add a nearly constant $(2/\varepsilon d)\sum_n\rho^n/n=(2/\varepsilon d)\ln[(\varepsilon+1)/2]$. The first term dominates only for $r\ll d/(2\ln[(\varepsilon+1)/2])$, about 1.4 Å for $\varepsilon=15$ and $d=6$ Å. There $W$ diverges as $1/(\varepsilon r)$, which the logarithm cannot reproduce.

**Reading the numbers.** With the same round parameters, define the effective dielectric function as $2\pi/(qW)$. At $q=1/r_0=0.0238$ Å$^{-1}$ the thin-limit value is 2.00, against 2.06 for the slab at midplane. At $q=0.1$ Å$^{-1}$ the values are 5.20 and 5.27. At $q=0.5$ Å$^{-1}$, where $qd=3$, they are 22.0 and 13.7: the straight line keeps rising, while the slab tends to its bulk value of 15. The thin limit is controlled for $qd\ll1$, but $r_0q$ may be large. The close agreement at $q=0.1$ Å$^{-1}$, where $qd=0.6$, lies near a sign change of the error and depends on the heights: at $qd=1$ the thin-limit value is 4% too high at midplane and 18% too high for both charges 0.5 Å from a face.

In real space, energies in eV follow from multiplying by $e^2/4\pi\varepsilon_0=14.40$ eV Å. At $r=r_0$, where $F(1)=0.7546$,

$$W=\frac{14.40}{42}\times0.7546=0.259\ \text{eV}=0.00951\ \text{hartree}.$$

| $r$ (Å) | slab, midplane (eV) | length $r_0$ (eV) | length $\varepsilon d/2$ (eV) |
|---|---|---|---|
| 2 | 1.129 | 1.099 | 1.047 |
| 10 | 0.581 | 0.601 | 0.579 |
| 42 | 0.254 | 0.259 | 0.254 |
| 400 | 0.0356 | 0.0356 | 0.0356 |

Relative to the slab, the form with $r_0$ is 3.4% too high at 10 Å, 1.9% at 42 Å and 0.1% at 400 Å. The sign follows from the length. Since $sF(s)=\int_0^\infty e^{-w}(1+w^2/s^2)^{-1/2}dw$ grows with $s$, a shorter screening length gives a larger $W$ at fixed $r$, and from 10 Å upward the slab matches the Struve-Neumann form with a length between 44.7 and 44.9 Å, longer than $r_0$. At large $r$ that length tends to $\sqrt{\varepsilon^2-1}\,d/2=44.9$ Å rather than 44.8 Å: the term of $qW/2\pi$ linear in $q$ contributes nothing at $r>0$, and the $1/r^3$ correction comes from the $q^2$ term, whose midplane coefficient is $(\varepsilon^2-1)d^2/4$. At the separations listed from 10 Å upward, $\varepsilon d/2$ is the closer choice.

At 2 Å, well inside the thickness, the form with $r_0$ is 2.6% too low. The error has changed sign between 2 and 10 Å, so its small size there does not show that the thin limit holds. At 0.1 Å the slab gives 10.3 eV, near the 9.6 eV of $e^2/(4\pi\varepsilon_0\varepsilon r)$, as the image ladder requires; the difference of 0.67 eV is the constant from the images. This separation illustrates the model only, since it lies far below atomic distances.

The logarithm also has a narrow range here. At 10 Å it gives 0.532 eV, 11% below the full Struve-Neumann value. It needs $r\ll r_0$, while the thin limit cannot be trusted for $r$ well below $d$, and with $r_0/d=7$ the range between is narrow. The remaining values are in the numerical output below, where "RK" labels the Struve-Neumann form.

The choice of length depends on the model intended. For a layer described by its in-plane polarizability, $r_0=2\pi\alpha$ is the defining length. For charges inside an isotropic slab whose thickness is finite but small compared with $r_0$, $\varepsilon d/2$ absorbs the first correction. When $r$ is well below $d$, the slab formula itself is needed: at 2 Å the form with $\varepsilon d/2$ is 7% too low at midplane. This is a statement about the model: in a layer only 6 Å thick, 2 Å is already comparable to a bond length, and at atomic distances the macroscopic model no longer applies. All these forms also assume vacuum on both sides; a substrate or encapsulation screens the long-range tail and changes the numbers.

## Calculated quantities

```
dielectric constant eps = 15.0
thickness d = 6.0 angstrom
e^2/(4 pi eps0) = 14.3996 eV angstrom
r0 = (eps-1)d/2 = 42.00 angstrom = 79.37 bohr
eps d/2 = 45.00 angstrom
small-q length, midplane = 44.80 angstrom
same, in-plane polarization only (Poisson solution) = 41.98 angstrom
effective dielectric function (no unit), q in 1/angstrom
q | slab midplane | 1+r0 q | 1+(eps d/2)q
0.0050 | 1.224 | 1.210 | 1.225
0.0238 | 2.060 | 2.000 | 2.071
0.1000 | 5.267 | 5.200 | 5.500
0.5000 | 13.748 | 22.000 | 23.500
interaction W(r) in eV, r in angstrom
r | slab midplane | RK with r0 | RK with eps d/2 | bare
2 | 1.12859 | 1.09907 | 1.04695 | 7.19982
10 | 0.58059 | 0.60054 | 0.57880 | 1.43996
20 | 0.40646 | 0.41784 | 0.40573 | 0.71998
42 | 0.25380 | 0.25872 | 0.25355 | 0.34285
100 | 0.12904 | 0.13027 | 0.12899 | 0.14400
400 | 0.03559 | 0.03563 | 0.03558 | 0.03600
deviation of RK with r0 from slab, percent
r = 2 angstrom: -2.62 %
r = 10 angstrom: +3.44 %
r = 20 angstrom: +2.80 %
r = 42 angstrom: +1.94 %
r = 100 angstrom: +0.95 %
r = 400 angstrom: +0.13 %
logarithmic form at r = 2 angstrom: 1.08356 eV
logarithmic form at r = 10 angstrom: 0.53176 eV
tail form 1/r - r0^2/r^3 at r = 400 angstrom: 0.03560 eV
slab at r = 0.1 angstrom: 10.265 eV; bulk form e^2/(eps r): 9.600 eV
RK at r = r0: 0.25872 eV = 0.009508 hartree
shape function F(1) = 0.75461 (no unit)
largest relative error, slab formula vs Poisson: 6.7e-06
largest relative error, Struve-Neumann vs integrals: 7.3e-15
```
